Where thermal silica grows, and what labelled oxygen can show

**Definitions and conventions**

A flat silicon crystal carries a silica film of thickness x. Depth z is measured from the outer surface, which faces the gas, so the silicon begins at z = x. Lengths are in nm and times in s, because Hartree atomic units are unnatural for films that grow over hours.

Oxygen occurs in the film in two forms. Network oxygen is bound in the silica. Mobile oxygen is dissolved O₂ that can diffuse. One SiO₂ unit holds two oxygen atoms, the content of one O₂ molecule, so the network holds N such O₂ units per volume, and N equals the number of silicon atoms per volume of oxide, n_ox.

The concentration of mobile oxygen is C(z,t). Its value at the outer surface, C*, is held constant by the gas. The diffusivity is D. At the silicon, oxygen reacts at the rate kC per area, where k is a velocity. The combination

h = D/k

is a length. D, k and C* are taken as constant, the film as free of stress effects, and the isotopes as chemically equal.

In sequential tracer oxidation, a film of thickness x₁ is grown in ordinary oxygen. The gas is then replaced by oxygen of a heavier isotope, the label, and growth continues to x₂. The thickness added is Δ = x₂ − x₁.

**The claim and a film that contradicts it**

The claim to be examined is this: the outer surface touches the gas and moves outward during oxidation, so new silica is being laid down on top. Consider a film that grows from 100 nm to 140 nm by a reaction at the silicon, with the round model parameters

D = 10⁶ nm²/s,  k = 2×10⁴ nm/s,  C*/N = 2×10⁻⁶.

*The surface rises although nothing is added there.* Let s be the thickness of silicon consumed to make an oxide thickness x. Silicon atoms are conserved, and the area of the film is fixed, so

n_Si s = n_ox x,  s = (n_ox/n_Si) x.

The lattice constant of silicon, with eight atoms per cubic cell, gives n_Si = 49.94 nm⁻³. A round silica density of 2.20 g/cm³ gives n_ox = 22.05 nm⁻³. The ratio is 0.442. For 40 nm of new oxide,

silicon consumed = 0.442 × 40 nm ≈ 17.7 nm,
surface rise = 40 nm − 17.7 nm ≈ 22.3 nm.

These displacements are measured against the deep, unmoved silicon. The new oxide needs more room than the silicon it replaces, and it lifts the old film as a body. The rise follows from the volumes alone and would be the same wherever the oxide formed. It therefore cannot tell where growth takes place.

*The film grows at a definite rate.* Far fewer molecules are dissolved than bound, so the film thickens slowly compared with the time in which mobile oxygen adjusts. At each thickness C then obeys the steady diffusion equation D ∂²C/∂z² = 0. It is linear in z, and the inward flux F = −D ∂C/∂z is the same at all depths. Hence

C(z) = C* − Fz/D.

At the silicon the arriving flux equals the reaction rate:

F = kC(x) = k(C* − Fx/D).

Collecting F gives F(1 + kx/D) = kC*. Multiplying by D/k gives F(h + x) = DC*, so

F = DC*/(x + h),
C(z) = C*[1 − z/(x + h)].

Each O₂ that reacts makes one SiO₂ unit, so N dx/dt = F, or

(x + h) dx = (DC*/N) dt.

Integrating over the labelled growth, which lasts a time T, and multiplying by 2,

x₂² − x₁² + 2h(x₂ − x₁) = 2(DC*/N) T.

For growth from zero thickness this becomes x² + Ax = Bt, with A = 2h and B = 2DC*/N. When x ≪ h, the reaction limits growth and x rises linearly in time. When x ≫ h, diffusion limits it and x rises as the square root of time. Here h = 50 nm, so both resistances matter. With A = 100 nm and B = 4 nm²/s,

first growth: (100² + 100×100)/4 = 5000 s,
labelled growth: (140² − 100² + 100×40)/4 = 3400 s.

The steady treatment is well justified here. The diffusion time x₁²/(2D) is 0.005 s. A time-dependent calculation with a moving boundary, for growth from x = h to about 2h, gave an added thickness 0.51 % and 0.26 % below that of the steady law at C*/N = 0.02 and 0.01. The error is thus proportional to C*/N in this range, and C*/N is far smaller in the example.

*The label lies at the bottom.* First leave out any exchange between mobile and network oxygen. The old oxide keeps its ordinary oxygen and its depth range 0 < z < x₁. Labelled molecules cross it and form silica at the silicon, so the label fills x₁ < z < x₂. Its mean depth is

(x₁ + x₂)/2 = 120 nm.

A little ordinary O₂ is still dissolved when the gas is switched. Expressed as oxide thickness it amounts to

(1/N)∫₀^{x₁} C dz = (C*/N)[x₁ − x₁²/(2(x₁ + h))] ≈ 1.3×10⁻⁴ nm,

which is far less than an atomic layer and does not blur the boundary noticeably.

If silica had instead formed on top, the label would fill 0 < z < Δ, with a mean depth of 20 nm. The two films have the same thickness and the same surface rise. The label separates them.

*The growth law does not separate them.* Suppose silicon dissolved in the oxide at a fixed concentration S* at the inner boundary, diffused outward with diffusivity D_S, and reacted at the outer surface with velocity k_S. The steps above, with the two boundaries interchanged, give

n_ox dx/dt = D_S S*/(x + D_S/k_S).

This again integrates to x² + Ax = Bt, with other constants. A good fit of thickness against time is therefore no evidence for inner growth.

**The general statement**

Mobile oxygen can trade places with network oxygen on its way, so the ideal picture needs a condition. Let κ be the rate at which a mobile O₂ unit exchanges with the network, taken as uniform in depth, and define the exchange length

ℓ = √(D/κ).

Let f(z,t) be the labelled fraction of network oxygen. For steady transport and reaction at the silicon, the following holds after the labelled growth.

(a) In the new layer, x₁ < z < x₂, the labelled fraction obeys f ≥ 1 − x₂²/(2ℓ²).

(b) The label exchanged into the old oxide, expressed as an oxide thickness E, obeys

E/Δ ≤ x₁(x₂ + 2h)/(2ℓ²),

and the two sides agree to leading order in weak exchange.

Consequently, when x₂(x₂ + 2h) ≪ 2ℓ², nearly all the label lies beside the silicon.

**Proof**

*The equations.* Let P be the concentration of labelled mobile oxygen and m = P/C its fraction. Exchange events occur at the rate κC per volume. Each removes label from the mobile oxygen with probability m and returns label with probability f. The net transfer to the network is κC(m − f), so

N ∂f/∂t = κC(m − f),
D ∂²P/∂z² = κC(m − f).

The second line is the steady balance of mobile label. Exchange is one for one and leaves C unchanged, so the growth law is unchanged too. At the outer surface m = 1. At the silicon, label and total oxygen react with the same k:

−D ∂P/∂z = kP,  −D ∂C/∂z = kC.

Inserting P = Cm into the first condition gives −D(m ∂C/∂z + C ∂m/∂z) = kCm. The second condition cancels the terms in m, which leaves ∂m/∂z = 0 at z = x.

*Part (a).* Since ∂²C/∂z² = 0,

∂²(Cm)/∂z² = 2(∂C/∂z)(∂m/∂z) + C ∂²m/∂z².

Multiplying the balance of label by C turns its left side into a total derivative:

D ∂/∂z (C² ∂m/∂z) = κC²(m − f).

Integrate from z to x. The upper end contributes nothing, because ∂m/∂z vanishes there:

−D C(z)² ∂m/∂z = κ ∫_z^x C²(m − f) dz′.

Both m and f are fractions between 0 and 1, so m − f ≤ 1. C decreases with depth, so C² under the integral is at most C(z)². Therefore

−∂m/∂z ≤ (κ/D)(x − z) = (x − z)/ℓ².

Integrating from the surface, where m = 1, to any depth z gives

1 − m(z) ≤ (xz − z²/2)/ℓ² ≤ x²/(2ℓ²).

New silica takes up the mobile fraction m present at the silicon. Later exchange moves its f towards the local m. During the whole labelled growth m is at least 1 − x₂²/(2ℓ²), so f in the new layer cannot fall below that value. This proves (a).

*Part (b).* In the old oxide f starts at zero, and m − f ≤ 1 gives

∂f/∂t ≤ κC/N.

For weak exchange m is close to 1 and f is close to 0 there, so this becomes an equality to leading order. Integrating over the old oxide and over time,

E ≤ (κ/N) ∫dt ∫₀^{x₁} C dz = (κC*/N) ∫dt [x₁ − x₁²/(2(x + h))].

The growth equation allows time to be replaced by thickness, dt = N(x + h)dx/(DC*). The factors N and C* cancel:

E ≤ (κ/D) ∫_{x₁}^{x₂} [x₁(x + h) − x₁²/2] dx
 = (1/ℓ²)[x₁(x₂² − x₁²)/2 + x₁hΔ − x₁²Δ/2].

With x₂² − x₁² = Δ(x₁ + x₂), the bracket is x₁Δ[(x₁ + x₂)/2 + h − x₁/2] = x₁Δ(x₂/2 + h). Dividing by Δ gives (b).

Finally, x₁ < x₂, so the bound in (b) is smaller than x₂(x₂ + 2h)/(2ℓ²). The deficit allowed in (a) is no larger than this either. One condition therefore makes both small. ∎

The cancellation of C* has a physical meaning. More dissolved oxygen exchanges faster, but it also completes the growth sooner. A slower reaction at fixed D makes h larger, and E/Δ grows, because the film then spends longer with more oxygen dissolved in it. For ℓ = 5000 nm the formula gives 4.8×10⁻⁴ at h = 50 nm and 3.0×10⁻⁴ at h = 5 nm. A numerical solution of transport, reaction and exchange in a growing film agrees with both within the tested 1 %.

**The example with weak exchange**

Take ℓ = 500 nm. The bounds are

new layer: f ≥ 1 − 140²/(2×500²) ≈ 0.96,
old oxide: E/Δ ≤ 100×(140 + 100)/(2×500²) = 0.048.

The numerical solution gives fractions of 0.988 near 110 nm and 0.987 near 139 nm, and E/Δ = 0.047. The new inner layer holds 95.4 % of the label, and the mean label depth is 116.5 nm, close to the ideal 120 nm and far from 20 nm.

The old oxide carries a faint profile that falls inward. To leading order it follows from ∂f/∂t = κC/N and the same change of variable:

f(z) ≈ (1/ℓ²) ∫_{x₁}^{x₂} (x + h − z) dx = [(x₂² − x₁²)/2 + hΔ − zΔ]/ℓ².

At 50 nm this is (4800 + 2000 − 2000)/250000 ≈ 0.019, as the numerical solution also gives. Within the old oxide the label is strongest near the surface, because the mobile oxygen is most concentrated there. At the surface itself m = 1 at all times, so the network equation can be solved for any exchange strength in this model:

∂f/∂t = (κC*/N)(1 − f),  f(0) = 1 − exp(−κC*T/N).

The growth law turns the exponent into [x₂² − x₁² + 2hΔ]/(2ℓ²) = 13600/500000 = 0.0272, and f(0) = 0.027. A small amount of label near the surface is thus compatible with growth at the silicon.

The total label corresponds to 41.4 nm of oxide, although 40 nm were grown. The excess of 1.4 nm replaces ordinary oxygen that exchange released and that escaped to the gas.

**When the label is misleading**

Now let ℓ = 10 nm, with everything else unchanged. The condition of the general statement fails, and bound (a) becomes negative and says nothing. The film still grows by 40 nm in 3400 s, and each new silica unit still forms at the silicon. Yet the labelled fraction is now almost 1 at the surface and falls to 0.82 near 50 nm, 0.64 near 90 nm and 0.51 near 139 nm. The outer half of the film holds 60 % of the label, and the new layer 21 %. Reaction and exchange together have put label worth 103 nm of oxide into the film, far more than the 40 nm that were grown.

This profile is a broad slope. A sharp outer layer can also arise without outer growth. Suppose labelled oxygen entering at the surface pushes its neighbour inward, that one pushes the next, and the last oxygen in the row joins the silicon. The order of the oxygen atoms is kept, so the label fills 0 < z < Δ, just as for outer growth, while the new silica forms at the bottom. An immobile marker in the old network would tell inner from outer growth: its depth stays fixed for inner growth and increases by Δ for outer growth.

The inference is therefore one-sided. An outer label leaves several mechanisms open. A strongly labelled layer of thickness Δ beside the silicon, under a nearly unlabelled old film, is much more telling. Oxygen must have crossed the old oxide to reach it. Outer growth in labelled gas would have left a strongly labelled layer on top, and exchange, though it can dilute that layer with ordinary oxygen released from below, would leave the label strongest at the surface and falling inward.

Sequential oxidation of silicon in dry oxygen, for films well beyond the thinnest ones, shows this inner pattern, with a smaller labelled part near the outer surface. That observation, and not the calculation, establishes where silica mainly grows in dry oxygen for such films; the calculation shows what the observation means. The uniform κ is a simplification, since exchange may be stronger near the surface. Very thin films can also depart from the growth law used here, and the numerical bounds should not be carried over to them. The numerical output below lists the labelled fraction at the surface and at four depths for both exchange lengths.

Table of computed values

```
D = 1.0e+06 nm^2/s; k = 2.0e+04 nm/s; C*/N = 2.0e-06
h = 50.0 nm; A = 100.0 nm; B = 4.00 nm^2/s
Thickness x1 = 100.0 nm; x2 = 140.0 nm
Stage 1 time, law: 5000.0 s
Stage 1 time, simulation: 4995.0 s
Stage 2 time, law: 3400.0 s
Stage 2 time, simulation: 3399.0 s
Diffusion time x1^2/(2D): 0.0050 s
Dissolved O2 at switch, as oxide: 1.33e-04 nm
Growth-law error at C*/N=0.02: -0.513 %
Growth-law error at C*/N=0.01: -0.258 %
Silicon lattice constant: 0.54310 nm
Silica density input: 2.20 g/cm^3
Si atoms per volume, silicon: 49.94 nm^-3
Si atoms per volume, silica: 22.05 nm^-3
Silicon consumed / oxide grown: 0.442
Stage 2 silicon consumed: 17.66 nm
Stage 2 surface rise: 22.34 nm
ell=5000 nm, h=50 nm: E/growth sim 4.797e-04, formula 4.800e-04
ell=5000 nm, h=5 nm: E/growth sim 2.998e-04, formula 3.000e-04
ell=500 nm: E/growth sim 0.0472, formula 0.0480
weak exchange: ell = 500 nm
  surface fraction: sim 0.0268, formula 0.0268
  mean label depth: 116.49 nm
  label share in new inner 40 nm: 95.44 %
  label share in outer half: 3.59 %
  total label as oxide thickness: 41.41 nm
  label fraction near 50 nm: 0.0188
  label fraction near 90 nm: 0.0126
  label fraction near 110 nm: 0.9885
  label fraction near 139 nm: 0.9874
strong exchange: ell = 10 nm
  surface fraction: sim 0.9999, formula 1.0000
  mean label depth: 61.16 nm
  label share in new inner 40 nm: 20.88 %
  label share in outer half: 59.71 %
  total label as oxide thickness: 102.74 nm
  label fraction near 50 nm: 0.8203
  label fraction near 90 nm: 0.6416
  label fraction near 110 nm: 0.5600
  label fraction near 139 nm: 0.5130
Outer-growth hypothesis, mean depth: 20.00 nm
Outer-growth hypothesis, inner share: 0.00 %
Transit without exchange, mean depth: 120.00 nm
```
